# Stationary squared width of a periodic Edwards-Wilkinson interface

## Question

I am working on a one-dimensional model of a growing surface with height \(h(x,t)\) on a ring of length \(L\). In the frame that moves with the average deposit, it obeys the Edwards-Wilkinson equation

\[
\frac{\partial h}{\partial t}=\nu\frac{\partial^2 h}{\partial x^2}+\eta(x,t),\qquad
\langle\eta(x,t)\,\eta(x',t')\rangle=2D\,\delta(x-x')\,\delta(t-t'),
\]

with \(\nu>0\) and Gaussian noise of zero mean. The exercise says: sum the stationary modes and show that the squared width is \(DL/(12\nu)\).

I find that a mode of wavenumber \(k\) has variance \(D/(\nu Lk^2)\), but then I get stuck. The \(k=0\) term is infinite. If I drop it and sum over \(k=2\pi/L,\,4\pi/L,\dots\), I get \(DL/(24\nu)\), half the required answer. The mean square slope also seems to diverge, which makes me doubt that the width is finite at all. Finally, when I simulate the equation, the squared width differs a great deal from one late snapshot to the next. Is that a sign of an error?

## Answer

Your mode variance is right. The infinite term does not belong to the width, and the missing factor of 2 comes from the negative wavenumbers. The diverging slope and the scattered snapshots are both properties of the model, and both can be calculated.

### What the width contains

Let \(\bar h(t)\) be the spatial mean of \(h\). The squared width of one profile, and its average over the noise, are

\[
W^2=\frac1L\int_0^L(h-\bar h)^2\,dx,\qquad w^2=\langle W^2\rangle .
\]

Expand the height in the periodic modes:

\[
h=\sum_{m=-\infty}^{\infty}h_m e^{ik_mx},\qquad k_m=\frac{2\pi m}{L},\qquad
h_m=\frac1L\int_0^L h\,e^{-ik_mx}\,dx .
\]

The \(m=0\) coefficient is \(\bar h\) itself, so \(h-\bar h\) contains the modes \(m\neq0\) and no others. When its square is integrated, the cross terms vanish because the exponentials are orthogonal on the ring:

\[
W^2=\sum_{m\neq0}|h_m|^2 .
\]

The sum runs over positive and negative \(m\). Since \(h\) is real, \(h_{-m}=h_m^*\), so the two members of a pair contribute equally. Your sum counted one member of each pair.

### The variance of a mode

Two derivatives of \(e^{ik_mx}\) give \(-k_m^2e^{ik_mx}\), so each mode obeys its own equation:

\[
\frac{dh_m}{dt}=-\gamma_mh_m+\eta_m,\qquad \gamma_m=\nu k_m^2 .
\]

The noise in the modes follows from its definition:

\[
\langle\eta_m(t)\eta_n^*(t')\rangle
=\frac{1}{L^2}\int_0^L\!\!\int_0^L e^{-ik_mx+ik_nx'}\,2D\,\delta(x-x')\,\delta(t-t')\,dx\,dx'
=\frac{2D}{L}\,\delta_{mn}\,\delta(t-t').
\]

One factor \(1/L\) has been cancelled by the remaining integral over \(x\). From a flat start, the solution is \(h_m(t)=\int_0^te^{-\gamma_m(t-s)}\eta_m(s)\,ds\). In its mean square, the delta function removes one of the two time integrals. For \(m\neq0\),

\[
\langle|h_m|^2\rangle=\frac{2D}{L}\int_0^te^{-2\gamma_m(t-s)}ds
=\frac{D}{\nu Lk_m^2}\left(1-e^{-2\nu k_m^2t}\right).
\]

At late times this tends to

\[
S_m=\frac{D}{\nu Lk_m^2}=\frac{DL}{4\pi^2\nu m^2}.
\]

For \(m=0\) there is no restoring term. The same integral, with \(\gamma_0=0\), gives \(\langle\bar h^2\rangle=2Dt/L\). The mean height performs a random walk and has no stationary state, which is what your infinite term was reporting. A uniform shift of the surface does not roughen it.

### The sum

Adding both members of every pair gives

\[
w^2=2\sum_{m=1}^\infty S_m=\frac{DL}{2\pi^2\nu}\sum_{m=1}^\infty\frac1{m^2}.
\]

The remaining series follows from the Fourier coefficients of \(f(y)=y\) on \((-\pi,\pi)\). Integration by parts gives, for \(m\neq0\),

\[
c_m=\frac1{2\pi}\int_{-\pi}^{\pi}y\,e^{-imy}dy=\frac{i(-1)^m}{m},
\]

while \(c_0=0\). Parseval's identity equates the mean of \(y^2\) with \(\sum|c_m|^2\):

\[
\frac{\pi^2}{3}=2\sum_{m=1}^\infty\frac1{m^2}
\quad\Longrightarrow\quad
\sum_{m=1}^\infty\frac1{m^2}=\frac{\pi^2}{6}.
\]

Therefore

\[
\boxed{\,w^2=\frac{DL}{2\pi^2\nu}\cdot\frac{\pi^2}{6}=\frac{DL}{12\nu}\,}
\]

The units agree: \(D\) is in m³/s and \(\nu\) in m²/s, so \(D/\nu\) is a length and \(w^2\) an area. The rms width \(w\) grows as \(\sqrt L\), because a longer ring admits longer waves, which are smoothed more slowly.

The number 12 belongs to the ring. Suppose instead that the surface has two ends with \(\partial h/\partial x=0\). The modes are then \(a_m\cos(q_mx)\), with \(q_m=\pi m/L\) and \(a_m=(2/L)\int_0^L h\cos(q_mx)\,dx\). The noise in \(a_m\) has strength \((4/L^2)(2D)(L/2)=4D/L\), so the stationary variance is \(\langle a_m^2\rangle=2D/(\nu Lq_m^2)\). The spatial mean of \(\cos^2\) is \(1/2\), hence

\[
w^2_{\rm ends}=\sum_{m=1}^\infty\frac{D}{\nu Lq_m^2}
=\frac{DL}{\pi^2\nu}\cdot\frac{\pi^2}{6}=\frac{DL}{6\nu}.
\]

Closing the surface into a ring halves the squared width.

### Why a diverging slope is compatible with a finite width

The mean square slope is \(\sum_{m\neq0}k_m^2S_m\). Every term equals \(D/(\nu L)\), so the sum does diverge. In the width, the short waves carry the weight \(1/m^2\) and the sum converges.

A real-space argument shows both facts together. The modes are Gaussian, being linear in Gaussian noise, and different pairs are independent. Their stationary probability density, apart from the mean height, is therefore proportional to

\[
\exp\left[-\frac{\nu L}{D}\sum_{m\ge1}k_m^2|h_m|^2\right]
=\exp\left[-\frac{\nu}{2D}\int_0^L\left(\frac{\partial h}{\partial x}\right)^2dx\right],
\]

since the integral equals \(2L\sum_{m\ge1}k_m^2|h_m|^2\). Without the ring condition, this weight would describe a random walk in \(x\) whose height change over a distance \(x\) has variance \((D/\nu)x\).

On the ring, a change \(u\) over the distance \(x\) must be undone over the remaining \(L-x\). The density of \(u\) is the product of two Gaussian factors:

\[
\exp\left[-\frac{\nu u^2}{2D}\left(\frac1x+\frac1{L-x}\right)\right].
\]

The bracket equals \(L/[x(L-x)]\), so the variance of the height difference is

\[
G(x)=\langle[h(x)-h(0)]^2\rangle=\frac D\nu\,x\left(1-\frac xL\right).
\]

The squared height difference, averaged over all pairs of points, is \(2W^2\). Because the ring looks the same from every point,

\[
w^2=\frac1{2L}\int_0^LG(x)\,dx=\frac{D}{2\nu}\left(\frac L2-\frac L3\right)=\frac{DL}{12\nu}.
\]

This second derivation never meets the zero mode, because height differences do not contain \(\bar h\).

Now put the surface on \(N\) sites of spacing \(a=L/N\), replacing the second derivative by the second difference and \(\delta(x-x')\) by \(\delta_{ij}/a\). In the mode variance, \(k_m^2\) becomes \((4/a^2)\sin^2(\pi m/N)\). The corresponding weight is \(\exp[-(\nu/2Da)\sum_j(h_{j+1}-h_j)^2]\), again a random walk closed on itself, so \(G_j=(D/\nu)\,ja\,(1-j/N)\). Then

\[
w_N^2=\frac1{2N}\sum_{j=0}^{N-1}G_j
=\frac{Da}{2\nu N}\left[\frac{N(N-1)}2-\frac{(N-1)(2N-1)}6\right]
=\frac{DL}{12\nu}\left(1-\frac1{N^2}\right).
\]

The mean square slope between neighbours is

\[
\frac{G_1}{a^2}=\frac{D}{\nu a}\left(1-\frac1N\right).
\]

As \(a\to0\) at fixed \(L\), the width converges and the rms slope grows as \(a^{-1/2}\). If the equation is meant as the small-slope form of a fuller growth law, it needs a shortest length \(a\) well above \(D/\nu\).

### How long to wait

The slowest variance, that of \(m=\pm1\), approaches its limit as \(e^{-t/\tau}\), with

\[
\tau=\frac1{2\nu k_1^2}=\frac{L^2}{8\pi^2\nu},\qquad
w^2(t)=\frac{DL}{2\pi^2\nu}\sum_{m=1}^\infty\frac{1-e^{-m^2t/\tau}}{m^2}.
\]

For \(t\ll\tau\), many modes take part and the sum may be replaced by an integral. With \(s=t/\tau\), integration by parts gives

\[
\int_0^\infty\frac{1-e^{-su^2}}{u^2}\,du=2s\int_0^\infty e^{-su^2}du=\sqrt{\pi s},
\]

and hence, to leading order,

\[
w^2(t)\simeq\frac{DL}{2\pi^2\nu}\sqrt{\frac{8\pi^3\nu t}{L^2}}=D\sqrt{\frac{2t}{\pi\nu}} .
\]

The length \(L\) has dropped out of the leading term. The first correction is \(-2Dt/L\), the variance of the mean height that the width excludes. Relative to the leading term it is \(\tfrac12\sqrt{t/(\pi\tau)}\), about 3% at \(t=0.01\tau\) and 9% at \(t=0.1\tau\). On a lattice this law also requires \(t\gg a^2/\nu\). The result \(DL/(12\nu)\) applies in the opposite limit, \(t\gg\tau\).

### Numbers

Take the round model values \(L=1.0\times10^{-7}\) m, \(\nu=1.0\times10^{-17}\) m²/s and \(D=1.0\times10^{-27}\) m³/s. Then \(D/\nu=1.0\times10^{-10}\) m, and

\[
w^2=\frac{(1.0\times10^{-10})(1.0\times10^{-7})}{12}\ \text{m}^2=8.33\times10^{-19}\ \text{m}^2,
\]

so the rms width is \(w=9.13\times10^{-10}\) m, or 0.913 nm.

The first pair of modes contributes \(DL/(2\pi^2\nu)=5.07\times10^{-19}\) m², the second a quarter of that, \(1.27\times10^{-19}\) m², and the third a ninth, \(5.63\times10^{-20}\) m². The first pair thus holds 61% of the squared width, the first three 83% and the first ten 94%. The width is mainly a measure of the longest waves.

The relaxation time is \(\tau=10^{-14}/(8\pi^2\times10^{-17})\) s \(=12.7\) s. Summing the series for \(w^2(t)\) numerically gives 77% of the stationary value at \(t=\tau\) and 99.6% at \(5\tau\). By \(5\tau\), the variance of the mean height is \(2D(5\tau)/L=1.27\times10^{-18}\) m², already larger than \(w^2\) and still growing. Heights measured from a fixed level, without subtracting \(\bar h\), would therefore never show a stationary width.

With 64 sites, \(a=1.56\times10^{-9}\) m. The lattice lowers \(w^2\) by the fraction \(1/64^2\), about 0.02%. The rms neighbour slope is

\[
\sqrt{\frac{1.0\times10^{-10}}{1.56\times10^{-9}}\cdot\frac{63}{64}}=0.25 ,
\]

whose square is about 0.06. A finer grid would hardly change the width, but it would make the slopes steeper.

### Why your snapshots disagree

For \(m\neq0\), the real and imaginary parts of \(h_m\) are independent Gaussian variables of equal variance, because \(\langle\eta_m\eta_m\rangle=0\). Hence \(|h_m|^2\) is exponentially distributed, with mean \(S_m\) and variance \(S_m^2\). Since \(W^2=2\sum_{m\ge1}|h_m|^2\) and the pairs are independent,

\[
\frac{\operatorname{Var}(W^2)}{w^4}
=\frac{4\sum_{m\ge1}S_m^2}{\left(2\sum_{m\ge1}S_m\right)^2}
=\frac{\sum_{m\ge1} m^{-4}}{\left(\sum_{m\ge1} m^{-2}\right)^2}.
\]

The upper series follows from Parseval's identity for \(y^2\) on \((-\pi,\pi)\). Its coefficients are \(\pi^2/3\) for \(m=0\) and \(2(-1)^m/m^2\) otherwise, so

\[
\frac{\pi^4}{5}=\frac{\pi^4}{9}+8\sum_{m=1}^\infty\frac1{m^4}
\quad\Longrightarrow\quad
\sum_{m=1}^\infty\frac1{m^4}=\frac{\pi^4}{90}.
\]

The ratio is \((\pi^4/90)/(\pi^4/36)=2/5\). The standard deviation of \(W^2\) is therefore \(\sqrt{2/5}=63\%\) of its mean, whatever the values of \(L\), \(\nu\) and \(D\). Once the surface is stationary, \(t\gg\tau\), a longer ring does not reduce this scatter, because the few longest waves dominate at every length. Before that, more modes share the width and the scatter is smaller.

Large differences between late snapshots are thus expected. It is their average that should approach \(DL/(12\nu)\), provided that the spacing and the time step of the simulation are small enough. For a standard error of 5% of the mean, you need \(0.4/0.05^2=160\) independent snapshots, taken from separate runs or from one run at intervals of several \(\tau\).
